A photoconductor whose carriers are created at random and live for independent, exponentially distributed times has a generation-recombination current noise of spectral density

\[
S(f)=\frac{4eIG}{1+\omega^2\tau^2},\qquad \omega=2\pi f .
\]

Here \(e\) is the elementary charge, \(I\) the mean photocurrent, \(\tau\) the mean lifetime and \(G=\tau/t_{\rm tr}\) the photoconductive gain, with \(t_{\rm tr}\) the time a carrier needs to drift through the whole device. The density is one-sided: it is defined for \(f>0\), and its integral over positive frequencies is the variance of the current.

The model is a uniform bar of length \(L\) between two plane contacts held at constant voltage. One type of carrier is mobile, with charge \(e\) and constant drift speed \(v\), so that \(t_{\rm tr}=L/v\). Light creates carriers as a Poisson process of rate \(r\): creations in separate time intervals are independent. The noise of thermal velocity fluctuations, \(1/f\) noise and amplifier noise are separate contributions, and \(I\) is the current of the carriers created and lost in this way.

The first question is what current one moving carrier drives through the external circuit. Consider a plane sheet of total charge \(q\) and area \(A\) at position \(x\) between the contacts. The applied voltage adds a field that does not depend on \(x\), so by superposition the contacts may be taken as grounded. Let the sheet's field be \(E_1\) on its left and \(E_2\) on its right. Equal contact potentials and Gauss's law require

\[
E_1x+E_2(L-x)=0,\qquad \varepsilon(E_2-E_1)=\frac{q}{A},
\]

where \(\varepsilon\) is the permittivity. Inserting \(E_1=E_2-q/(\varepsilon A)\) in the first equation gives \(E_2=qx/(\varepsilon AL)\). The charge induced on the right contact is \(-\varepsilon AE_2=-qx/L\). When the sheet moves by \(dx\), this changes by \(-q\,dx/L\), so a charge \(q\,dx/L\) flows from the contact into the circuit. For a point carrier the same two equations hold for the field averaged over the cross-section, provided that no field leaves through the sides of the bar, so the induced charge is the same. A drifting carrier therefore contributes the constant current

\[
h=\frac{ev}{L}=\frac{e}{t_{\rm tr}}
\]

from its creation onwards, and not a spike on arrival at the contact.

What happens when the carrier reaches the contact before it is captured? The bar would be left with a net charge, and the model assumes ohmic contacts that at once supply a replacement at the other end. The current \(h\) then continues, and the pulse ends only with a capture. The duration of the whole pulse follows from the constant capture rate \(1/\tau\). A carrier survives for a time \(s\) with probability \(e^{-s/\tau}\). If it leaves at age \(s\), its replacement survives a further time \(t\) with probability \(e^{-t/\tau}\). The probability that the pulse lasts beyond \(s+t\) is thus

\[
e^{-s/\tau}e^{-t/\tau}=e^{-(s+t)/\tau},
\]

as if there had been no replacement. The argument can be repeated at each passage, so the pulse duration is exponential with mean \(\tau\), wherever the carrier started. As a test, carriers with \(G=2\) were followed through all their replacements from random starting points. The mean duration was \(0.9996\,\tau\) and the mean square \(1.9997\,\tau^2\), against \(\tau\) and \(2\tau^2\) for an exponential law.

The average charge of a pulse is \(h\tau=e\tau/t_{\rm tr}=eG\). With \(r\) pulses per unit time,

\[
I=erG .
\]

The gain is the mean number of elementary charges sent round the circuit per created carrier. It exceeds one if the carrier and its replacements cross the bar more than once on average, and is below one if together they cover less than one length of the bar on average.

The noise requires the covariance of the current. Let \(F(u)\) be the current of one pulse at time \(u\) after its creation, with \(F=0\) for \(u<0\). Divide the time axis into slices of width \(\delta\). A slice at \(t'\) contains one creation with probability \(r\delta\), and more than one with a probability of order \(\delta^2\). Its contributions to the current at times \(t\) and \(t+s\) have the covariance

\[
r\delta\,\langle F(t-t')F(t+s-t')\rangle+O(\delta^2),
\]

where the angle brackets average over lifetimes. The product of the two means is of order \(\delta^2\) and is contained in the last term. Different slices are independent and have no mutual covariance. Summing the slices and letting \(\delta\to0\), with \(u=t-t'\), gives

\[
C(s)=r\int_{-\infty}^{\infty}\langle F(u)F(u+s)\rangle\,du .
\]

The one-sided density is \(S(f)=2\int C(s)e^{-i\omega s}ds\), the factor two placing the whole variance at positive frequencies. In the double integral set \(w=u+s\), so that \(e^{-i\omega s}=e^{i\omega u}e^{-i\omega w}\). The integral separates into a Fourier transform and its complex conjugate:

\[
S(f)=2r\,\langle|\tilde F(\omega)|^2\rangle,\qquad
\tilde F(\omega)=\int F(u)e^{-i\omega u}du .
\]

For a rectangular pulse of height \(h\) and duration \(t\),

\[
\tilde F(\omega)=h\int_0^t e^{-i\omega u}du=h\,\frac{1-e^{-i\omega t}}{i\omega}.
\]

The squared modulus of the numerator is \((1-\cos\omega t)^2+\sin^2\omega t=2(1-\cos\omega t)\), hence

\[
|\tilde F(\omega)|^2=\frac{2h^2(1-\cos\omega t)}{\omega^2}.
\]

The average over the lifetime density \(e^{-t/\tau}/\tau\) needs

\[
\langle\cos\omega t\rangle={\rm Re}\int_0^\infty\frac{e^{-t/\tau}}{\tau}e^{i\omega t}dt
={\rm Re}\,\frac{1}{1-i\omega\tau}=\frac{1}{1+\omega^2\tau^2},
\]

so that \(\langle1-\cos\omega t\rangle=\omega^2\tau^2/(1+\omega^2\tau^2)\). The factor \(\omega^2\) cancels, and with \(h\tau=eG\),

\[
\langle|\tilde F|^2\rangle=\frac{2h^2\tau^2}{1+\omega^2\tau^2}=\frac{2e^2G^2}{1+\omega^2\tau^2}.
\]

Multiplication by \(2r\) and the use of \(erG=I\) give the stated result:

\[
S(f)=\frac{4re^2G^2}{1+\omega^2\tau^2}=\frac{4eIG}{1+\omega^2\tau^2}.
\]

The origin of the four is seen at low frequency, where \(|\tilde F|^2\) is the squared pulse charge and \(S(0)=2rh^2\langle t^2\rangle\). For exponential lifetimes \(\langle t^2\rangle=2\tau^2\), the sum of the squared mean \(\tau^2\) and the variance \(\tau^2\). If all lifetimes were equal to \(\tau\), the variance would vanish. Since \(2(1-\cos\omega\tau)=4\sin^2(\omega\tau/2)\), the spectrum would then be

\[
S_{\rm equal}(f)=2eIG\left[\frac{\sin(\omega\tau/2)}{\omega\tau/2}\right]^2 .
\]

Half of the low-frequency noise thus comes from random creation and half from the random time of capture. At high frequency the exponential case gives \(S\to4rh^2/\omega^2\), which no longer contains \(\tau\). The equal-lifetime spectrum has the same limit once \(\sin^2\) is averaged to one half. What remains visible there is the \(2r\) upward and downward current steps per unit time.

Simulated current records test these statements. They had \(r\tau=20\), \(G=2\) and a length of about \(52\,000\,\tau\). For exponential lifetimes, the ratio of simulated to predicted density was 1.003 for \(\omega\tau\) below 0.2, 1.031 between 0.8 and 1.2, and 1.008 between 2.8 and 3.2. The expected statistical scatter of these band averages is about 2 percent. With equal lifetimes, the low-frequency value of \(S/(eIG)\) was 1.986, against the predicted 2.

The same spectrum follows without pulses, from the number \(n\) of carriers present. It rises by one at rate \(r\) and falls by one at rate \(n/\tau\). Therefore

\[
\frac{d\langle n\rangle}{dt}=r-\frac{\langle n\rangle}{\tau},
\]

and the steady mean is \(N=r\tau\). A rise changes \(n^2\) by \(2n+1\) and a fall changes it by \(-2n+1\). In the steady state

\[
0=r(2N+1)+\frac{-2\langle n^2\rangle+N}{\tau}.
\]

With \(N/\tau=r\) this gives \(\langle n^2\rangle=N^2+N\), so the variance is \(N\). By the equation for the mean, a deviation from \(N\) decays on average as \(e^{-s/\tau}\), and the covariance of \(n\) is \(Ne^{-|s|/\tau}\). Hence

\[
S(f)=2h^2N\int_{-\infty}^{\infty}e^{-|s|/\tau}\cos\omega s\,ds
=\frac{4h^2N\tau}{1+\omega^2\tau^2},
\]

which is the earlier expression, because \(h^2N\tau=rh^2\tau^2=eIG\). A numerical solution of the rate equations for the probabilities of \(n=0\) to 90, again with \(r\tau=20\), reproduced the formula at \(\omega\tau=0.1\), 1 and 3 with a largest relative error of \(1.3\times10^{-15}\). Since \(\int_0^\infty df/(1+4\pi^2f^2\tau^2)=1/(4\tau)\), the total variance of the current is

\[
\int_0^\infty S\,df=\frac{eIG}{\tau}=h^2N .
\]

Gain raises signal and noise together. Dividing by \(I^2=(erG)^2\) gives \(S(0)/I^2=4/r\), which does not contain \(G\). Nor does the fall of the noise above \(\omega\tau=1\) improve detection. If the creation rate carries a small modulation \(r_1e^{i\omega t}\), the mean-number equation gives \(n_1=r_1\tau/(1+i\omega\tau)\), so the signal power falls by the same factor \(1/(1+\omega^2\tau^2)\) as the noise. Below the corner frequency, gain helps against noise added after the detector. Well above it the signal current has the size \(hr_1/\omega=er_1/(\omega t_{\rm tr})\), so a shorter transit time still helps but a longer lifetime does not.

Two of the assumptions can fail in ways that are calculable. The first is the independence of lifetimes. Suppose that carriers are holes freed from acceptors, and that \(D\) acceptors are ionized even in the dark because donors compensate them. Each free hole leaves one more ionized acceptor, so there are \(D+n\) centres able to capture, and the loss rate is \(an(D+n)\) with a constant \(a\). The steady state has \(r=aN(D+N)\), and the mean lifetime is \(\tau=N/r=1/[a(D+N)]\). For large \(N\) the loss rate may be linearized, and a small deviation decays at the rate

\[
\kappa=\left.\frac{d}{dn}\,an(D+n)\right|_{n=N}=a(D+2N).
\]

Upward and downward steps each occur at rate \(r\) and each add one to the squared deviation, so the variance \(\sigma^2\) obeys \(0=2r-2\kappa\sigma^2\), or \(\sigma^2=r/\kappa\). Replacing \(N\) by \(\sigma^2\) and \(1/\tau\) by \(\kappa\) in the spectrum gives

\[
S(f)=\frac{4h^2r}{\kappa^2+\omega^2},\qquad
\frac{S(0)}{4eIG}=\frac{1}{(\kappa\tau)^2}=\left(\frac{D+N}{D+2N}\right)^2,
\]

where \(N\) and \(\tau\) are held fixed in the comparison. An excess of carriers now speeds up its own removal, and the noise falls. For \(N\ll D\) the factor tends to one; for \(N\gg D\) it tends to one quarter. The full rate equations with \(N=200\) and \(D=400\) gave 0.5622, against 0.5625 from the formula.

The second assumption is replacement at the contacts. Without it, and with the drift speed unchanged, a carrier created at a uniformly distributed place stops contributing on capture or on exit, whichever comes first. Its pulse lasts beyond \(s<t_{\rm tr}\) with probability \(e^{-s/\tau}(1-s/t_{\rm tr})\). The mean duration is the integral of this probability. With \(y=s/\tau\) and \(b=1/G\),

\[
\frac{\langle t\rangle}{\tau}=\int_0^b e^{-y}(1-Gy)\,dy
=1-e^{-b}-G\left[1-(1+b)e^{-b}\right]=1-G\left(1-e^{-1/G}\right),
\]

where \(Gb=1\) was used. The mean square is \(\langle t^2\rangle=2\int s\,P(t>s)\,ds\), so the low-frequency noise is multiplied by

\[
\frac{\langle t^2\rangle}{2\tau^2}=\int_0^b ye^{-y}(1-Gy)\,dy
=1-(1+b)e^{-b}-G\left[2-(b^2+2b+2)e^{-b}\right].
\]

With \(Gb^2=b\) and \(2Gb=2\) this becomes \(1-2G+(1+2G)e^{-1/G}\). Here \(G\) still denotes \(\tau/t_{\rm tr}\). A million random draws at each of \(G=0.25\) and \(G=2\) agreed with the mean to within 1 percent and with the mean square to within 2 percent. For \(G\ll1\) both factors tend to one, since few carriers reach a contact. For \(G\gg1\) every carrier crosses on average half the bar, and the charge per carrier tends to \(e/2\), however long the lifetime.

For a worked example, take a gallium-doped silicon photoconductor at 20 K, in which light of wavelength 10.6 µm frees holes from acceptors with an ionization energy of 72 meV. The device is a cube of side 200 µm in a field of 100 V/cm, so the bias is 2 V. The hole mobility of \(10^4\) cm²/Vs, the lifetime of 5 ns and the quantum efficiency of 0.30 are rough values for such material. The drift speed is \(10^4\times100=10^6\) cm/s, and

\[
t_{\rm tr}=\frac{0.02\ {\rm cm}}{10^6\ {\rm cm/s}}=20\ {\rm ns},\qquad G=\frac{5}{20}=0.25 .
\]

An optical power of 1 mW delivers \(5.336\times10^{16}\) photons per second, so \(r=0.30\times5.336\times10^{16}=1.601\times10^{16}\ {\rm s^{-1}}\). Then

\[
I=erG=(1.602\times10^{-19}\ {\rm C})(1.601\times10^{16}\ {\rm s^{-1}})(0.25)=0.641\ {\rm mA},
\]

\[
4eIG=4(1.602\times10^{-19}\ {\rm C})(6.41\times10^{-4}\ {\rm A})(0.25)=1.03\times10^{-22}\ {\rm A^2/Hz}.
\]

The square root is 10.1 pA/√Hz. At the corner frequency \(1/(2\pi\tau)=31.8\) MHz it has fallen to 7.17 pA/√Hz, and at 100 MHz to 3.07 pA/√Hz. The total rms noise is \(\sqrt{eIG/\tau}=71.7\) nA. Relative to \(I\) this is \(1.1\times10^{-4}\), which is \(1/\sqrt N\) for the \(8.0\times10^7\) holes present. The plateau is half of the shot noise \(2eI\), since the ratio of the two is \(2G\): a hole sends on average only a quarter of an elementary charge through the circuit.

How well does this device meet the assumptions? The hole density is \(1.0\times10^{13}\ {\rm cm^{-3}}\), against an assumed \(3\times10^{14}\ {\rm cm^{-3}}\) compensated acceptors. With \(N/D=0.033\), crowding lowers the plateau by 6 percent, the largest correction estimated here under the assumptions of prompt replacement and of holes no hotter than about 60 K. Johnson noise, \(4k_BT/R\) with \(R=V/I\), adds 0.3 percent of \(4eIG\) at 20 K. The drift speed is 1.1 times a rough sound speed, so the holes may be warmer than the lattice; at an assumed hole temperature of 60 K the addition is 1.0 percent. Background light at 300 K filling a hemisphere would bring 1.2 percent as many photons as the signal. Impact ionization is estimated at \(10^{-3}\) events per lifetime, again for 60 K. This number rises steeply with the hole temperature, and the effect would no longer be negligible if the field heated the holes to about 100 K. The field lowers the acceptor barrier by about 2 meV. This is small against 72 meV but comparable with \(k_BT=1.7\) meV at 20 K, so capture may depend on the field and \(\tau\) must be taken at the working field. The drift speed is a tenth of a rough saturation speed. Thermally freed holes, about 6 per cm³, and degeneracy are negligible.

Replacement at the contacts deserves a separate check, because it requires charge to rearrange inside a nearly insulating crystal. A natural scale is the dielectric relaxation time \(\varepsilon/(e\mu p)\), with \(\mu\) the mobility and \(p\) the hole density. Here it is 0.065 ns, or 0.013 of the lifetime, which supports prompt replacement, although the contact itself may respond more slowly than this bulk estimate. This depends on the strong illumination, however. With all else fixed, \(p\) is proportional to the optical power, and the relaxation time would equal the lifetime at about 13 µW. Under steady light replacement cannot fail for good, since the ionized acceptors left behind would charge the bar until the field at the contact draws carriers in. It can fail for changes faster than this rearrangement. For angular frequencies well above the inverse relaxation time and well below \(1/\tau\), a range that opens only under weak light, the formula above at \(G=0.25\) multiplies the response to modulated light by 0.75. The noise of the carriers created in the bar is multiplied by 0.53, a figure that leaves out the noise of carriers still injected by the contact. For weak light the plain result \(4eIG\) should therefore be trusted only at frequencies low enough for the contacts to follow. The numerical output below lists the remaining values.

## Numbers as computed

```
TESTS (e = 1, tau = 1, G = 2)
re-injected duration, mean: 0.9996 tau
re-injected duration, mean square: 1.9997 tau^2
simulated / predicted mean current: 1.0032
simulated / predicted variance: 1.0123
simulated / predicted S, omega tau 0-0.2: 1.003
simulated / predicted S, omega tau 0.8-1.2: 1.031
simulated / predicted S, omega tau 2.8-3.2: 1.008
equal lifetimes, low-f S/(e I G): 1.986
birth-death matrix, largest relative error: 1.3e-15
crowded matrix, N/D = 0.5, noise factor: 0.5622
crowding formula, N/D = 0.5: 0.5625
EXAMPLE INPUTS (Si:Ga, rough values)
cube side: 200 um
hole mobility: 10000 cm2/Vs
field: 100 V/cm
lifetime: 5.0 ns
wavelength: 10.6 um
optical power: 1.0 mW
quantum efficiency: 0.30
lattice temperature: 20 K
acceptors: 5.0e+16 cm^-3
compensated acceptors: 3.0e+14 cm^-3
acceptor ionization energy: 72 meV
EXAMPLE RESULTS
bias voltage: 2.00 V
drift speed: 1.00e+06 cm/s
transit time: 20.00 ns
gain G: 0.2500
photon rate: 5.3362e+16 1/s
creation rate r: 1.6008e+16 1/s
mean photocurrent I: 0.6412 mA
mean hole number: 8.0042e+07
hole density: 1.001e+13 cm^-3
low-frequency S = 4eIG: 1.0273e-22 A^2/Hz
corner frequency: 31.83 MHz
sqrt(S) at 1.00 MHz: 10.131 pA/sqrt(Hz)
sqrt(S) at 31.83 MHz: 7.167 pA/sqrt(Hz)
sqrt(S) at 100.00 MHz: 3.074 pA/sqrt(Hz)
total rms noise current: 71.67 nA
4eIG / 2eI: 0.5000
NEGLECTED EFFECTS
dielectric relaxation: 0.0646 ns, 0.0129 tau
no replacement: gain x 0.7546, noise x 0.5275
crowding: N/D = 0.0334, noise x 0.9384
Johnson / 4eIG: 0.0034 at 20 K, 0.0103 at 60 K
drift / sound speed: 1.11; drift / saturation: 0.10
thermal hole density: 6.0e+00 cm^-3
300 K hemisphere / signal photons: 0.0124
impact ionizations per lifetime: 1.0e-03
field lowering of acceptor barrier: 2.22 meV
hole density / band density: 5.0e-05
```
